# How fast does a hot silicon wafer cool by radiation?

## The problem

A silicon wafer 775 µm thick has been heated to a uniform 1050 °C for a rapid anneal. The heating is switched off, and the wafer cools by radiation from both faces. Its total hemispherical emissivity is 0.7, its heat capacity is 2.2 MJ/(m³ K), and the surroundings are cold. At what rate does its temperature begin to fall?

"Cold surroundings" means here that no appreciable radiation returns to the wafer: the surroundings neither emit enough to matter nor reflect the wafer's own radiation back. The heating is taken to stop at once, and gas cooling and loss from the narrow edge are left out. The wafer is opaque, and its emissivity and heat capacity are constant.

## A tempting solution

Each square metre of a hot surface radiates the flux

$$
q=\varepsilon\sigma T_0^4 ,
$$

where $\varepsilon$ is the emissivity, $\sigma$ the Stefan–Boltzmann constant and $T_0$ the initial absolute temperature. With $T_0=1323.15$ K, the black-body flux $\sigma T_0^4$ is 173.80 kW/m², so

$$
q=0.7\times173.80\ \text{kW/m}^2=121.66\ \text{kW/m}^2 .
$$

A square metre of wafer, of thickness $d$ and heat capacity $C$ per volume, stores for each kelvin

$$
Cd=(2.2\times10^{6})(775\times10^{-6})=1705\ \text{J/(m}^2\,\text{K)} .
$$

Both faces radiate, the argument continues, but a larger radiating area belongs to a larger wafer, so area cancels from the balance. The cooling rate would then be

$$
\frac{q}{Cd}=\frac{121.66\times10^{3}}{1705}\ \text{K/s}\approx 71\ \text{K/s}.
$$

## Where it fails

The flux and the heat capacity per area are both correct. The fault lies in the cancellation, because two different areas have been given one name. Let one face have area $A$. The radiating area is $2A$, but the volume is $Ad$, not $2Ad$. The second face adds a surface through which heat leaves; it adds no silicon. The ratio of radiating area to volume is therefore

$$
\frac{2A}{Ad}=\frac{2}{d}.
$$

The size $A$ does cancel, but the factor 2 remains. The value of 71 K/s belongs to a wafer that radiates from one face while the other is perfectly insulated.

The midplane gives another view of the same point. By symmetry no heat crosses it, so each face cools only the half of the wafer on its own side. That half has thickness $d/2$ and loses the flux $q$, which gives the rate $q/(Cd/2)=2q/(Cd)$.

## The right solution

**The radiated flux.** The factor $\sigma T^4$ follows from Planck's radiance, the power per area normal to the ray, per solid angle and per frequency:

$$
B_\nu=\frac{2h\nu^3}{c^2}\,\frac{1}{e^{h\nu/k_BT}-1}.
$$

Here $h$ is Planck's constant, $k_B$ Boltzmann's constant, $c$ the speed of light and $\nu$ the frequency. A ray at angle $\theta$ to the surface normal sees the surface foreshortened by $\cos\theta$. Since $B_\nu$ does not depend on direction, the sum over the outward hemisphere supplies the factor

$$
\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=2\pi\cdot\frac12=\pi .
$$

With $x=h\nu/k_BT$ we have $\nu^3d\nu=(k_BT/h)^4x^3dx$, and the black-body flux is

$$
M=\frac{2\pi h}{c^2}\left(\frac{k_BT}{h}\right)^4\int_0^\infty\frac{x^3}{e^x-1}\,dx .
$$

To find the integral, expand $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and use $\int_0^\infty x^3e^{-mx}dx=6/m^4$. The integral is thus $6\sum_m m^{-4}$. The sum follows from the Fourier series on $(-\pi,\pi)$,

$$
x^2=\frac{\pi^2}{3}+4\sum_{m\ge1}\frac{(-1)^m}{m^2}\cos mx .
$$

Averaging the square of each side gives $\pi^4/5=\pi^4/9+8\sum_m m^{-4}$, so $\sum_m m^{-4}=\pi^4/90$ and the integral is $\pi^4/15$. Hence

$$
M=\sigma T^4,\qquad \sigma=\frac{2\pi^5k_B^4}{15h^3c^2}=5.670\times10^{-8}\ \text{W/(m}^2\text{K}^4).
$$

The temperature must be absolute, since it entered through $k_BT$. Emissivity is the ratio of the real surface's flux to $M$, so each face radiates $\varepsilon\sigma T^4$.

**The energy balance.** The wafer's energy changes at the rate $CAd\,dT/dt$. Energy leaves through two faces, which gives the minus sign and the factor 2:

$$
CAd\,\frac{dT}{dt}=-2A\varepsilon\sigma T^4 .
$$

Dividing by $CAd$ and defining the cooling rate $r$ as the positive rate of fall at the start, we obtain

$$
\boxed{r=-\left.\frac{dT}{dt}\right|_{t=0}=\frac{2\varepsilon\sigma T_0^4}{Cd}}
$$

$$
r=\frac{243.32\times10^3\ \text{W/m}^2}{1705\ \text{J/(m}^2\text{K)}}\approx143\ \text{K/s}.
$$

An emissivity given as 0.7 hardly justifies the third figure; it is kept for the comparisons below. For small changes in the data,

$$
\frac{\delta r}{r}=\frac{\delta\varepsilon}{\varepsilon}+4\frac{\delta T_0}{T_0}-\frac{\delta C}{C}-\frac{\delta d}{d}.
$$

An emissivity error of 0.05 shifts the rate by about 7 %, and a temperature error of 10 K shifts it by about 3 %.

## How long the initial rate lasts

As the wafer cools, its radiation weakens. Dividing the radiation law at $T$ by its value at $T_0$ gives

$$
\frac{dT}{dt}=-r\left(\frac{T}{T_0}\right)^4 .
$$

Separate the variables and integrate from $T_0$ to $T$:

$$
\int_{T_0}^{T}\frac{dT'}{T'^4}=-\frac{rt}{T_0^4}
\quad\Rightarrow\quad
\frac1{T^3}-\frac1{T_0^3}=\frac{3rt}{T_0^4}.
$$

Multiplication by $T_0^3$ gives $(T_0/T)^3=1+3rt/T_0$, and therefore

$$
T(t)=T_0\left(1+\frac{3rt}{T_0}\right)^{-1/3}.
$$

For a fall of 50 K, set $T=T_0-50$ K and solve for the time:

$$
t_{50}=\frac{T_0}{3r}\left[\left(\frac{T_0}{T_0-50\ \text{K}}\right)^3-1\right]=0.379\ \text{s}.
$$

At a constant 143 K/s the same fall would take 0.35 s, so the initial rate is a fair guide over this interval. After 1 s the model wafer is at 1205 K and cools at only 98 K/s.

## Is the wafer at one temperature?

The energy balance uses a single temperature, although heat has to travel from the middle to the faces. Let $z$ be the distance from the midplane and $\kappa$ the thermal conductivity. Once the profile has settled, all layers cool at nearly the common rate $2q/(Cd)$, where $q$ is the current flux from one face. The heat equation $C\,\partial T/\partial t=\kappa\,\partial^2T/\partial z^2$ then becomes

$$
\frac{d^2T}{dz^2}=-\frac{2q}{\kappa d}.
$$

The slope vanishes at $z=0$ by symmetry. Two integrations give $T(z)=T(0)-qz^2/(\kappa d)$, and setting $z=d/2$ gives

$$
T(0)-T(d/2)=\frac{qd}{4\kappa}.
$$

With a rough hot-silicon conductivity of 25 W/(m K), this is 0.94 K, very small beside 1323 K. For a slab so thick, or so poorly conducting, that this difference became a sizeable fraction of $T$, the cooling curve $T(t)$ would fail, because the faces would run well below the mean. The boxed rate would still give the fall of the mean temperature at the first instant, since a uniform start puts both faces at $T_0$ whatever the conductivity.

A numerical solution of the heat equation through the full thickness, with radiation from both faces, tests these results. It gives a mean rate of 142.5 K/s over the first millisecond, against 142.7 K/s from the formula. The slight deficit arises because the loss follows the temperature of the faces, which cool first. Both rates refer to the temperature averaged over the thickness. During that first millisecond the faces themselves fall by about 0.58 K, while the midplane hardly changes; the layers approach a common rate only after several milliseconds. The solution gives 1205.3 K after 1 s, against 1205.1 K from the cooling curve. At 50 ms its centre-to-face difference is 0.92 K, in line with the somewhat reduced flux at that time.

## Are the given material values reasonable?

In the classical harmonic limit, each atom has three kinetic and three potential quadratic energy terms. Each contributes $k_B/2$ to the heat capacity, or $3k_B$ per atom. Silicon has eight atoms in a cubic cell of edge 0.5431 nm, which gives 2.07 MJ/(m³ K). This edge is the room-temperature value; thermal expansion lowers the figure by about 1 %. The stated 2.2 is about 6 % higher than 2.07. Tabulated heat capacities of silicon at this temperature give roughly 2.3, so the stated value is reasonable to a few per cent.

For an opaque surface, what is not reflected is absorbed, and by Kirchhoff's law the emissivity equals the absorptance at each frequency, for each direction and polarization. At normal incidence from vacuum onto a medium of refractive index $n$, let the reflected and transmitted electric amplitudes be $\rho$ and $t_E$ times the incident one. Continuity of the tangential electric and magnetic fields requires

$$
1+\rho=t_E,\qquad 1-\rho=nt_E .
$$

Eliminating $t_E$ gives $\rho=(1-n)/(1+n)$, so the normal emissivity is

$$
1-\rho^2=\frac{4n}{(n+1)^2}=\frac{14}{20.25}=0.691\quad\text{for } n=3.5 .
$$

The index is a rough value for silicon in the infrared near room temperature, and it rises somewhat on heating. Opacity below the band gap is itself a high-temperature property: at 1050 °C it comes from thermally generated free carriers, whereas a cool, lightly doped wafer is partly transparent in the infrared and has a much lower emissivity. Cooling depends on emission in all directions. Averaging the Fresnel result over both polarizations and over the hemisphere, with weight $2\cos\theta\sin\theta$, gives 0.676. The initial rate would then be 138 K/s. An index of 3.7 would give 0.658 and 134 K/s, so only two figures are meaningful. The stated 0.7 is thus reasonable for a bare polished wafer; films or roughness can change it.

## What a real annealing chamber changes

The thickness is that of a standard 300 mm wafer, and the temperature is typical of rapid and spike annealing. The corrections below use rough values and are taken one at a time, with the other data fixed.

**Small corrections.** Black walls at $T_w=300$ K return radiation. If the wafer absorbs it with absorptance 0.7, the rate changes by the fraction $-(T_w/T_0)^4$, or −0.26 %. The edge has area $2\pi Rd$ beside the faces' $2\pi R^2$. With $R=150$ mm and equal emissivity, it adds $d/R$, or 0.52 %.

**Nitrogen.** Suppose still nitrogen fills a 10 mm gap between each face and a wall at 300 K. In steady conduction the same flux crosses every layer of gas, so the flux is the integral of the gas conductivity over temperature, divided by the gap. With a conductivity of $0.026\,(T/300\ \text{K})^{0.75}$ W/(m K), this is 5.54 kW/m² per face, which raises the initial rate by 4.6 %. At atmospheric pressure a gap of this width is near the onset of natural convection above a horizontal wafer, so the gas may not stay still. Convection or forced gas flow would require a separate estimate.

**Reflecting walls.** Cold walls need not be black. Let a wide parallel wall face each side of the wafer and absorb a fraction $a$ of the radiation that reaches it. For this estimate, take $\varepsilon$ and $a$ to be the same for all frequencies, directions and polarizations; the wafer then absorbs a fraction $\varepsilon$ of whatever returns to it, and the same values hold at every reflection. Let $J$ be the total flux leaving a wafer face, emitted and reflected together. The wall sends back $(1-a)J$, and the wafer reflects a fraction $1-\varepsilon$ of that:

$$
J=\varepsilon\sigma T_0^4+(1-\varepsilon)(1-a)J .
$$

The net loss is $J-(1-a)J=aJ$. Solving for $J$ gives

$$
aJ=\frac{a\varepsilon\,\sigma T_0^4}{1-(1-\varepsilon)(1-a)}
=\frac{\sigma T_0^4}{1/\varepsilon+1/a-1}.
$$

The last step uses $1-(1-\varepsilon)(1-a)=\varepsilon+a-\varepsilon a$ and divides above and below by $\varepsilon a$. A black wall, $a=1$, restores the original loss; a perfect mirror, $a\to0$, stops it. For $a=0.5$ the effective emissivity is 0.412 and the initial rate falls to 84 K/s, a reduction of 41 %. Low wall temperature alone therefore does not make the surroundings "cold" in the sense of the problem.

**Lamp afterglow.** Lamp filaments stay hot for a while after the current stops. Suppose the wafer was held steady at $T_0$, so that the absorbed lamp power equalled the radiated power, and that this absorbed power then decays as $e^{-t/\tau}$. The balance becomes

$$
\frac{dT}{dt}=-r\left[\left(\frac{T}{T_0}\right)^4-e^{-t/\tau}\right].
$$

At $t=0$ the bracket is zero: at the instant of switch-off the wafer is not yet cooling. While $T$ is still close to $T_0$, integration gives

$$
T_0-T\approx r\left[t-\tau\left(1-e^{-t/\tau}\right)\right],
$$

which begins as $rt^2/(2\tau)$. For $\tau=0.2$ s, the numerical solution reaches its greatest rate, 114 K/s, after 0.56 s, when the wafer is at 1275 K. That is 20 % below the ideal initial rate. The fall of 50 K takes 0.573 s instead of 0.379 s. If the wafer was still being heated upward at switch-off, as in a spike anneal, the lamp power exceeds the loss at first and the temperature overshoots before it falls.

The answer of 143 K/s is therefore the initial rate for sudden lamp-off and non-returning surroundings. With the values chosen here, wall reflection and lamp afterglow are the largest of the estimated effects, and both slow the cooling. More absorbing walls or a faster lamp decay would weaken them. The individual values are collected in the numerical output below.

## Values computed for the example and the checks

```
GIVEN DATA
thickness: 775 um
initial temperature: 1323.15 K
emissivity: 0.70
heat capacity per volume: 2.20 MJ/(m3 K)
COOLING RATE
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
black-body flux, Planck quadrature: 173.80 kW/m2
black-body flux, sigma T^4: 173.80 kW/m2
radiated flux per face: 121.66 kW/m2
radiated flux, both faces: 243.32 kW/m2
heat capacity per area: 1705.0 J/(m2 K)
initial cooling rate, formula: 142.71 K/s
mean rate in first 1 ms, heat equation: 142.54 K/s
LATER COOLING
time for 50 K fall, formula: 0.379 s
fall at that time, heat equation: 49.92 K
temperature after 1 s, formula: 1205.1 K
temperature after 1 s, heat equation: 1205.3 K
rate after 1 s: 98.2 K/s
CHECK OF INPUTS
silicon lattice parameter: 0.5431 nm
harmonic heat capacity: 2.07 MJ/(m3 K)
refractive index (rough): 3.5
polished emissivity, normal: 0.691
polished emissivity, hemispherical: 0.676
rate with hemispherical value: 137.8 K/s
NEGLECTED EFFECTS, EACH ALONE
silicon conductivity (rough): 25 W/(m K)
centre-to-face difference, formula: 0.94 K
same at 50 ms, heat equation: 0.92 K
wall temperature (rough): 300 K
rate change, warm black walls: -0.26 %
wafer radius: 150 mm
rate change, edge loss: +0.52 %
nitrogen gap per side (rough): 10 mm
nitrogen flux per face: 5.54 kW/m2
rate change, nitrogen: +4.6 %
wall absorptance (rough): 0.50
effective emissivity, reflecting walls: 0.412
initial rate, reflecting walls: 83.9 K/s
rate change, reflecting walls: -41.2 %
lamp decay time (rough): 0.20 s
greatest rate with afterglow: 114.2 K/s
time of greatest rate: 0.56 s
temperature at greatest rate: 1275 K
greatest rate against ideal: -20.0 %
time for 50 K fall with afterglow: 0.573 s
```
